# Acceptor Binding Energy in the Spherical Baldereschi-Lipari Model: a numerical check

```python
# Spherical acceptor model (J = 3/2 hole). Units: R0 = Ry/(g1 eps^2), a0 = eps g1 aB.
# Under test: the SO(3) average of the Luttinger Hamiltonian is
#   H = p^2 - mu[(p.J)^2 - 5p^2/4] - 2/r,  mu = (6 g3 + 4 g2)/(5 g1);
# psi = [f + g Q(n)] chi, Q = (n.J)^2 - 5/4, obeys
#   -(f''+2f'/r) - 2f/r + mu(g''+5g'/r+3g/r^2) = E f
#   -(g''+2g'/r-6g/r^2) - 2g/r + mu(f''-f'/r) = E g;
# |E| = eps_h(beta)/(1-mu), beta = (1-mu)/(1+mu), 3/7 <= c <= eps_h <= 1,
#   eps_h = c + a beta - b beta^1.5 + ...   "Heavy units": R0/(1-mu), a0(1-mu).
# delta = (g3-g2)/g1 measures the cubic remainder.
import numpy as np, sympy as sp
from scipy.linalg import eigh, expm, cholesky, solve_triangular
from scipy.integrate import solve_ivp, quad
from scipy.optimize import brentq
from scipy.constants import physical_constants as pc
from pyscf import gto

rng = np.random.default_rng(1)
Jp = np.diag([3**.5, 2, 3**.5], 1).astype(complex)
J = [(Jp+Jp.T)/2, (Jp-Jp.T)/2j, np.diag([1.5, .5, -.5, -1.5]).astype(complex)]
I4 = np.eye(4)
sym = lambda i, k: (J[i]@J[k]+J[k]@J[i])/2
S = np.array([[sym(i, k)-1.25*(i == k)*I4 for k in range(3)] for i in range(3)])
def luttinger(g1, g2, g3):  # coefficient matrices of p_a p_b, divided by g1
    return np.array([[(g1+2.5*g2)*I4-2*g2*J[i]@J[i] if i == k else -2*g3*sym(i, k)
                      for k in range(3)] for i in range(3)])/g1
form = lambda C, p: np.einsum('a,b,abij->ij', p, p, C)

# tensor form, cubic remainder and rotational average for random parameters
xb, wb = np.polynomial.legendre.leggauss(5)
Rz = lambda t: np.array([[np.cos(t), -np.sin(t), 0], [np.sin(t), np.cos(t), 0], [0, 0, 1]])
Ry = lambda t: np.array([[np.cos(t), 0, np.sin(t)], [0, 1, 0], [-np.sin(t), 0, np.cos(t)]])
for _ in range(2):
    g1, g2, g3 = rng.uniform([8, 0, 2], [12, 2, 4]); p = rng.normal(size=3); p2 = p@p
    C = luttinger(g1, g2, g3); m = (6*g3+4*g2)/(5*g1); dl = (g3-g2)/g1
    P = 3*np.outer(p, p)-p2*np.eye(3)
    D = sum(P[i, i]*3*S[i, i] for i in range(3))
    O = sum(P[i, k]*3*S[i, k] for i in range(3) for k in range(3) if i != k)
    assert np.allclose(form(C, p), p2*I4-2*(g2*D+g3*O)/(9*g1))
    pJ = sum(p[i]*J[i] for i in range(3)); M = pJ@pJ-1.25*p2*I4
    assert np.allclose(D+O, 9*M) and np.allclose(M@M, p2**2*I4)
    assert np.allclose(form(C, p), p2*I4-m*M+2*dl/45*(3*D-2*O))
    avg = 0; ang = 2*np.pi*np.arange(6)/6
    for x, w in zip(xb, wb):
        for u in ang:
            for v in ang:
                t = np.arccos(x); U = expm(-1j*u*J[2])@expm(-1j*t*J[1])@expm(-1j*v*J[2])
                avg = avg+w/72*U.conj().T@form(C, Rz(u)@Ry(t)@Rz(v)@p)@U
    assert np.allclose(avg, p2*I4-m*M, atol=1e-11)
    assert np.allclose(np.linalg.eigvalsh(avg), p2*np.array([1-m, 1-m, 1+m, 1+m]))

# radial kinetic operators against Cartesian derivatives of the 4x4 field
r, mu_s, E_s, L, al = sp.symbols('r mu E L alpha', positive=True)
d = sp.diff
kin_f = lambda f, g, m: -(d(f, r, 2)+2*d(f, r)/r)+m*(d(g, r, 2)+5*d(g, r)/r+3*g/r**2)
kin_g = lambda f, g, m: -(d(g, r, 2)+2*d(g, r)/r-6*g/r**2)+m*(d(f, r, 2)-d(f, r)/r)
ft, gt, mt = (1+r**2)*sp.exp(-r), (r-2*r**3)*sp.exp(-2*r), sp.Rational(3, 5)
X = sp.symbols('x y z', real=True); rr = sp.sqrt(sum(q**2 for q in X))
pt = np.array([.3, -.7, .5]); r0 = float(np.linalg.norm(pt))
hess = lambda e: np.array(sp.lambdify(X, sp.hessian(e, X))(*pt), float)
H2 = np.einsum('ab,ij->abij', hess(ft.subs(r, rr)), I4).astype(complex)
for i in range(3):
    for k in range(i, 3):
        H2 += (1+(i != k))*np.einsum('ab,ij->abij', hess(X[i]*X[k]*(gt/r**2).subs(r, rr)), S[i, k])
lhs = -sum(((i == k)*I4-.6*S[i, k])@H2[i, k] for i in range(3) for k in range(3))
assert np.allclose(lhs, float(kin_f(ft, gt, mt).subs(r, r0))*I4
                   + float(kin_g(ft, gt, mt).subs(r, r0))*form(S, pt/r0), atol=1e-10)
A, B = d(ft, r), d(gt, r)+3*gt/r
q = lambda e: quad(sp.lambdify(r, e), 0, 60, limit=200)[0]
assert abs(q(r**2*(ft*kin_f(ft, gt, mt)+gt*kin_g(ft, gt, mt)))
           - q(r**2*((1-mt)*(A+B)**2+(1+mt)*(A-B)**2)/2)) < 1e-7
# behaviour at the origin
f1, f2, g1s, la, lb, s = sp.symbols('f1 f2 g1 la lb s')
ind = sp.Matrix(2, 2, lambda i, k: sp.simplify((kin_f, kin_g)[i]((1-k)*r**s, k*r**s, mu_s)/r**(s-2)))
assert sp.expand(ind.det()-(1-mu_s**2)*s*(s+1)*(s+3)*(s-2)) == 0
fs, gs = 1+f1*r+(f2+la*sp.log(r))*r**2, g1s*r+lb*sp.log(r)*r**2
rf = sp.expand(sp.expand(kin_f(fs, gs, mu_s)-(2/r+E_s)*fs).subs(sp.log(r), L))
rg = sp.expand(sp.expand(kin_g(fs, gs, mu_s)-(2/r+E_s)*gs).subs(sp.log(r), L))
sol = sp.solve([rf.coeff(r, -1), rg.coeff(r, -1), rf.coeff(r, 0).coeff(L, 1),
                rg.coeff(r, 0).coeff(L, 0)], [f1, g1s, la, lb], dict=True)[0]
n2 = 1-mu_s**2
for v, e in ((f1, -1/n2), (g1s, -mu_s/4/n2), (lb, mu_s/10/n2**2), (la, mu_s**2/4/n2**2)):
    assert sp.simplify(sol[v]-e) == 0
# pure heavy trial function
fh, gh = (3/al-r)*sp.exp(-al*r), -r*sp.exp(-al*r)
assert sp.simplify(d(fh, r)-d(gh, r)-3*gh/r) == 0
ig = lambda e: sp.integrate(sp.expand(e.subs(al, 1)), (r, 0, sp.oo))
Nt = ig(r**2*(fh**2+gh**2)); Vt = ig(r*(fh**2+gh**2))/Nt
Tt = ig(r**2*(fh*kin_f(fh, gh, mt)+gh*kin_g(fh, gh, mt)))/Nt/(1-mt)
trial = Vt**2/Tt
assert trial == sp.Rational(3, 7)

# Ritz in heavy (g=-r e) and light (g=+r e) pairs, f=(3/alpha-r) e, heavy units
alp = 5e-5*1.5**np.arange(38); n = len(alp)
ss, pr = alp[:, None]+alp, np.outer(alp, alp)
Sm, Tm = 48/ss**5, 48*pr/ss**5+16/ss**3
Vs, Vx = -2*(3/(pr*ss**2)+12/ss**4), -6/(pr*ss**2)
fa, ga, fb, gb = [e.subs(al, v) for v in (alp[24], alp[26]) for e in (fh, gh)]
for e, v in ((r**2*(fa*fb+ga*gb), Sm), (-2*r*(fa*fb+ga*gb), Vs), (-2*r*(fa*fb-ga*gb), Vx),
             (r**2*(fa*kin_f(fb, gb, 0)+ga*kin_g(fb, gb, 0)), Tm)):
    assert abs(q(e)/v[24, 26]-1) < 1e-7
assert abs(q(r**2*(fa*fb-ga*gb))) < 1e-8
def lowest(H, Sv, shift=1.5):  # via largest eigenvalue of S against H+shift*S
    Mx = H+shift*Sv; sc = 1/np.sqrt(np.diag(Mx)); k = len(sc)-1; o = np.outer(sc, sc)
    w, v = eigh(Sv*o, Mx*o, subset_by_index=[k, k]); v = v[:, 0]*sc
    return 1/w[0]-shift, v/np.sqrt(v@Sv@v)
def ritz(beta):
    Z = 0*Sm
    if beta == 0:
        e, ch = lowest(Tm+Vs, Sm); cl = 0*ch
    else:
        e, v = lowest(np.block([[Tm+Vs, Vx], [Vx, Tm/beta+Vs]]), np.block([[Sm, Z], [Z, Sm]]))
        ch, cl = v[:n], v[n:]
    sg = np.sign(((ch+cl)/alp).sum())
    return -e, sg*ch, sg*cl
bind = lambda m: ritz((1-m)/(1+m))[0]/(1-m)
assert abs(bind(0)-1) < 1e-6

# shooting directly on the radial equations: Y'' = P Y'/r + K Y, Y = (f, g)
def radial(E, m):
    Ai = np.linalg.inv([[1, -m], [-m, 1]]); Pm = Ai@np.array([[-2, 5*m], [-m, -2]])
    K = lambda x: Ai@np.array([[-2/x-E, 3*m/x**2], [0, 6/x**2-2/x-E]])
    def out(x, y):
        y = y.reshape(4, 2)
        return np.vstack([y[2:], Pm@y[2:]/x+K(x)@y[:2]]).ravel()
    def ric(x, y):
        y = y.reshape(2, 2)
        return (Pm@y/x+K(x)-y@y).ravel()
    def outward(y0, x0, x1, atol):
        return solve_ivp(out, (x0, x1), y0.ravel(), method='DOP853', rtol=1e-10,
                         atol=atol).y[:, -1].reshape(4, 2)
    def inward(x1):  # log-derivative matrix of the decaying solutions
        kh, kl = np.sqrt(-E/(1-m)), np.sqrt(-E/(1+m))
        return solve_ivp(ric, (15, x1), [-(kh+kl)/2, (kl-kh)/2, (kl-kh)/2, -(kh+kl)/2],
                         method='DOP853', rtol=1e-10, atol=1e-12).y[:, -1].reshape(2, 2)
    return outward, inward
def mismatch(E, m, rm=.5, ri=1e-4):
    outward, inward = radial(E, m); c1 = -1/(1-m*m)
    y0 = np.array([[1+c1*ri, 2.5*m*ri**2], [m*c1*ri/4, ri**2], [c1, 5*m*ri], [m*c1/4, 2*ri]])
    Y = outward(y0, ri, rm, 1e-18)
    return np.linalg.det(Y[2:]-inward(rm)@Y[:2])
shoot = lambda m: -brentq(mismatch, -1.02*bind(m), -.98*bind(m), args=(m,), xtol=1e-10)
assert abs(shoot(.9)/bind(.9)-1) < 1e-6
def bound_state(E, m, rm=.5, ri=1e-6, rs=1e-4):  # start with zero slopes; matching fixes the mix
    outward, inward = radial(E, m)
    y0 = np.array([[1, 2.5*m*ri**2], [0, ri**2], [0, 5*m*ri], [0, 2*ri]])
    Ys = outward(y0, ri, rs, 1e-22); Ym = outward(Ys, rs, rm, 1e-22)
    W = Ym[2:]-inward(rm)@Ym[:2]
    mix = np.array([1, -(W[:, 0]@W[:, 1])/(W[:, 1]@W[:, 1])])
    return Ys@mix, Ym@mix

def nystrom(t, N=300):  # kernel (2/pi)[(1-t)Q0+t Q2], Lande subtraction
    x, w = np.polynomial.legendre.leggauss(N); p = .7*(1+x)/(1-x); w = 1.4*w/(1-x)**2
    df = np.abs(p[:, None]-p)+np.eye(N); Q0 = np.log((p[:, None]+p)/df); np.fill_diagonal(Q0, 0)
    z = (p[:, None]**2+p**2)/(2*np.outer(p, p)); zi = 1/np.maximum(z, 3)
    ser = sum(zi**(2*k+1)*(1.5/(2*k+3)-.5/(2*k+1)) for k in range(1, 20))
    Q2 = np.where(z > 3, ser, (1.5*z*z-.5)*Q0-1.5*z)
    K = np.sqrt(np.outer(w, w))*((1-t)*Q0+t*Q2)
    np.fill_diagonal(K, -1.5*t*w-p*(Q0@(w/p))+np.pi**2*p/2)
    return -lowest(np.diag(p*p)-2/np.pi*K, np.eye(N))[0]
c, ch0, _ = ritz(0); c_mom = nystrom(.5)
assert abs(nystrom(0)-1) < 1e-4 and abs(c_mom-c) < 1e-4 and 3/7 < c < 1
lp = np.linspace(np.log(1e-7), np.log(1e5), 3000); pg = np.exp(lp); xg = pg[:, None]/alp
xs, xl = np.minimum(xg, .1), np.maximum(xg, .1)
w1 = np.where(xg < .1, sum(3*(-xs*xs)**k/(2*k+3) for k in range(9)), 3*(xl-np.arctan(xl))/xl**3)
a = 4/np.pi*((w1@(ch0/alp**3))**2*pg).sum()*(lp[1]-lp[0])
w0 = (ch0/alp**3).sum(); b = 2*np.sqrt(c)*w0**2
betas = (1e-3, 1e-4, 1e-5); slope = [(ritz(x)[0]-c)/x for x in betas]
bnum = [(a-v)/np.sqrt(x) for v, x in zip(slope, betas)]
err = np.abs(np.array(bnum)/b-1)  # next term is of relative order sqrt(beta) ln beta
assert abs(slope[2]/a-1) < .02 and err[2] < .12 and err[2] < err[1] < err[0]
rt = 200.; tail = -rt**4*(ch0@np.exp(-alp*rt))
assert abs(tail/(-3*w0/c)-1) < .04  # next term is of relative order 1/r
grid = np.arange(10)/10; Eg = np.array([bind(m) for m in grid])
assert (np.diff(Eg) > 0).all() and (np.diff(Eg, 2) > 0).all() and (np.diff(Eg*(1-grid)) < 0).all()
assert (Eg*(1-grid) > c).all() and (Eg[1:]*(1-grid[1:]) < 1).all()

# worked model and three-dimensional Gaussian test
g1, g2, g3, er = 10., 3., 4., 15.
mu, delta = (6*g3+4*g2)/(5*g1), (g3-g2)/g1; beta = (1-mu)/(1+mu)
R0 = pc['Rydberg constant times hc in eV'][0]*1e3/(g1*er**2); a0 = pc['Bohr radius'][0]*1e9*er*g1
eh, ch, cl = ritz(beta); Eb = eh/(1-mu); Es = shoot(mu)
assert abs(Es/Eb-1) < 1e-6
ys, ym = bound_state(-Es, mu); cf, cg = ys[2]/ys[0], ys[3]/ys[0]
# slopes read at r = 1e-4 a0, where the corrections are of order r ln r
assert abs(cf*(1-mu*mu)+1) < .01 and abs(cg*4*(1-mu*mu)/mu+1) < .01
xh = .5/(1-mu); ex = np.exp(-alp*xh)
ratio_ritz = xh*((cl-ch)@ex)/((ch+cl)@((3/alp-xh)*ex)); ratio_ode = ym[1]/ym[0]
assert abs(ratio_ritz/ratio_ode-1) < 1e-3
def gauss(shells):  # Cholesky orthonormalisation, diffuse to tight
    mol = gto.M(atom='H 0 0 0', spin=1, verbose=0,
                basis={'H': [[l, [e0*2.**k, 1.]] for l, e0, nk in shells for k in range(nk)]})
    N = mol.nao
    Xo = solve_triangular(cholesky(mol.intor('int1e_ovlp'), lower=True), np.eye(N), lower=True)
    PP = mol.intor('int1e_ipovlpip', comp=9).reshape(3, 3, N, N)
    assert np.allclose(PP[0, 0]+PP[1, 1]+PP[2, 2], 2*mol.intor('int1e_kin'), atol=1e-8)
    ls = np.concatenate([[mol.bas_angular(i)]*(2*mol.bas_angular(i)+1) for i in range(mol.nbas)])
    return Xo@PP@Xo.T, 2*Xo@mol.intor('int1e_nuc')@Xo.T, ls
coef = lambda m, dl: luttinger(1, m/2-.6*dl, m/2+.4*dl)
def kinetic(G, C, lmax):
    ix = np.ix_(G[2] <= lmax, G[2] <= lmax)
    return sum(np.kron(G[0][i, k][ix], C[i, k]) for i in range(3) for k in range(3)), ix
def levels(G, C, lmax):
    T, ix = kinetic(G, C, lmax)
    return eigh(T+np.kron(G[1][ix], I4), subset_by_index=[0, 4])
Ge = gauss([(0, .05, 18), (2, .05, 15), (4, .1, 9), (6, .2, 7)])
e0, v0 = levels(Ge, coef(mu, 0), 6)
assert np.ptp(e0[:4]) < 1e-8 and e0[4]-e0[3] > .1 and -1e-7 < 1+e0[0]/Eb < 1e-3
assert abs(levels(Ge, coef(-mu, 0), 4)[0][0]-e0[0]) < 1e-7
proj = lambda C: v0[:, :4].conj().T@kinetic(Ge, C, 6)[0]@v0[:, :4]
assert np.abs(proj(coef(mu, 1)-coef(mu, 0))).max() < 1e-7
assert np.abs(proj(luttinger(1, 1, 0)-luttinger(1, 0, 0))).max() > .1
sh = [levels(Ge, coef(mu, x), 4)[0][0]-e0[0] for x in (.01, .02)]
assert sh[0] < 0 and abs(sh[1]/sh[0]-4) < .3
e4, e6 = [levels(Ge, luttinger(g1, g2, g3), l)[0] for l in (4, 6)]
assert np.ptp(e6[:4]) < 1e-8 and e6[0] < e4[0] < e0[0]
eo = levels(gauss([(1, .02, 14), (3, .02, 11)]), coef(mu, 0), 3)[0][0]
assert eo > e0[0]+.2

print(f"gamma1, gamma2, gamma3 = {g1:g}, {g2:g}, {g3:g}; eps_r = {er:g}")
print(f"mu = {mu:.4f}, delta = {delta:.4f}, beta = {beta:.5f}")
print(f"R0 = {R0:.4f} meV, a0 = {a0:.4f} nm")
print(f"m_h = {1/(g1*(1-mu)):.4f} m0, m_l = {1/(g1*(1+mu)):.4f} m0")
print(f"heavy Rydberg = {1/(1-mu):.4f} R0 = {R0/(1-mu):.3f} meV, heavy radius = {a0*(1-mu):.3f} nm")
print(f"binding, Ritz = {Eb:.6f} R0 = {Eb*R0:.3f} meV")
print(f"binding, shooting = {Es:.6f} R0")
print(f"binding, 3D Gaussians (delta=0) = {-e0[0]:.5f} R0")
print(f"eps_h = {eh:.5f} heavy Ry")
print(f"lower bounds 3/(7(1-mu)) = {float(trial)/(1-mu):.4f} R0, c/(1-mu) = {c/(1-mu):.4f} R0")
print(f"D weight = {(cl-ch)@Sm@(cl-ch)/2:.4f}, heavy weight = {ch@Sm@ch:.4f}")
print(f"f'/f at r=1e-4 a0: {cf:.4f}, formula at 0: {-1/(1-mu*mu):.4f} 1/a0")
print(f"g'/f at r=1e-4 a0: {cg:.4f}, formula at 0: {-mu/4/(1-mu*mu):.4f} 1/a0")
print(f"g/f at r=0.5 a0: Ritz {ratio_ritz:.5f}, shooting {ratio_ode:.5f}")
print(f"decay lengths: heavy {a0*np.sqrt((1-mu)/Eb):.3f} nm, light {a0*np.sqrt((1+mu)/Eb):.3f} nm")
print(f"lowest odd level (L<=3) binding = {-eo:.3f} R0")
print(f"cubic shift at delta=0.01, 0.02: {sh[0]:.3e}, {sh[1]:.3e} R0, ratio {sh[1]/sh[0]:.3f}")
print(f"binding with cubic term: L<=4 {-e4[0]:.4f} R0, L<=6 {-e6[0]:.4f} R0 = {-e6[0]*R0:.2f} meV")
print(f"trial (alpha=1): <p^2> = {Tt}, <1/r> = {Vt}, bound {trial} = {float(trial):.5f} heavy Ry")
print(f"c: Ritz {c:.6f}, momentum space {c_mom:.5f} heavy Ry")
print(f"w0 = {w0:.4f}, h(0) = w0/c = {w0/c:.4f} (heavy units)")
print(f"a = {a:.4f}, b = {b:.4f} heavy Ry")
for x, v, y in zip(betas, slope, bnum):
    print(f"beta = {x:.0e}: (eps_h-c)/beta = {v:.4f}, (a-that)/sqrt(beta) = {y:.3f} heavy Ry")
print(f"r^3 g at r = {rt:g}: {tail:.3f}, -3h(0) = {-3*w0/c:.3f} (heavy units)")
print("mu, |E| (R0), (1-mu)|E| (heavy Ry), D weight")
for m in list(grid)+[.95, .99]:
    e, u, v = ritz((1-m)/(1+m))
    print(f"{m:.2f}  {e/(1-m):.4f}  {e:.4f}  {(v-u)@Sm@(v-u)/2:.4f}")
print("tests ok")
```

Output:

```
gamma1, gamma2, gamma3 = 10, 3, 4; eps_r = 15
mu = 0.7200, delta = 0.1000, beta = 0.16279
R0 = 6.0470 meV, a0 = 7.9377 nm
m_h = 0.3571 m0, m_l = 0.0581 m0
heavy Rydberg = 3.5714 R0 = 21.596 meV, heavy radius = 2.223 nm
binding, Ritz = 1.959532 R0 = 11.849 meV
binding, shooting = 1.959532 R0
binding, 3D Gaussians (delta=0) = 1.95952 R0
eps_h = 0.54867 heavy Ry
lower bounds 3/(7(1-mu)) = 1.5306 R0, c/(1-mu) = 1.5572 R0
D weight = 0.2371, heavy weight = 0.8969
f'/f at r=1e-4 a0: -2.0771, formula at 0: -2.0764 1/a0
g'/f at r=1e-4 a0: -0.3743, formula at 0: -0.3738 1/a0
g/f at r=0.5 a0: Ritz -0.28231, shooting -0.28230
decay lengths: heavy 3.001 nm, light 7.437 nm
lowest odd level (L<=3) binding = 0.821 R0
cubic shift at delta=0.01, 0.02: -6.561e-04, -2.614e-03 R0, ratio 3.984
binding with cubic term: L<=4 2.0247 R0, L<=6 2.0336 R0 = 12.30 meV
trial (alpha=1): <p^2> = 7/3, <1/r> = 1, bound 3/7 = 0.42857 heavy Ry
c: Ritz 0.436005, momentum space 0.43600 heavy Ry
w0 = 1.6081, h(0) = w0/c = 3.6884 (heavy units)
a = 1.0852, b = 3.4153 heavy Ry
beta = 1e-03: (eps_h-c)/beta = 1.0019, (a-that)/sqrt(beta) = 2.633 heavy Ry
beta = 1e-04: (eps_h-c)/beta = 1.0546, (a-that)/sqrt(beta) = 3.055 heavy Ry
beta = 1e-05: (eps_h-c)/beta = 1.0748, (a-that)/sqrt(beta) = 3.264 heavy Ry
r^3 g at r = 200: -11.178, -3h(0) = -11.065 (heavy units)
mu, |E| (R0), (1-mu)|E| (heavy Ry), D weight
0.00  1.0000  1.0000  0.0000
0.10  1.0091  0.9082  0.0042
0.20  1.0374  0.8299  0.0170
0.30  1.0888  0.7621  0.0386
0.40  1.1708  0.7025  0.0693
0.50  1.2985  0.6493  0.1098
0.60  1.5029  0.6012  0.1607
0.70  1.8570  0.5571  0.2231
0.80  2.5802  0.5160  0.2983
0.90  4.7683  0.4768  0.3882
0.95  9.1447  0.4572  0.4400
0.99  44.0683  0.4407  0.4867
tests ok
```
